# Truncating the planar Dirac operator in a magnetic field: why the components need $N$ and $N+1$ functions

In a uniform magnetic field the planar Dirac Hamiltonian, in units of $\hbar\omega$, is $H=\begin{pmatrix}\delta&a\\a^\dagger&-\delta\end{pmatrix}$ with $[a,a^\dagger]=1$. Its levels are $\pm E_n=\pm\sqrt{\delta^2+n}$ for $n\ge1$ and one unpaired level $-\delta$, the zero mode. Expanding both spinor components in the same $M$ oscillator functions of the magnetic length, the eigenfunctions of $a^\dagger a$, produces one false level, at $+\delta$, carried by the last basis function of the upper component. The false level stays at that energy however large $M$ is made. With $N+1$ functions in the component that holds the true zero mode and $N$ in the other there is no false level. If the basis length equals the magnetic length, this basis returns $-\delta$ and $\pm E_1,\dots,\pm E_N$ exactly. If the lengths differ, it returns $-\delta$ exactly and every $|E_n|$ from above. The false level is a zero of energy only when the mass vanishes, and for the operator as written here the component that needs the extra function is set by the sign of the field.

## The operator and its spectrum

A particle of charge $-e$ moves in the $xy$ plane with
$$\mathcal H=v(\sigma_x\pi_x+\sigma_y\pi_y)+\Delta\sigma_z=\begin{pmatrix}\Delta&v(\pi_x-i\pi_y)\\v(\pi_x+i\pi_y)&-\Delta\end{pmatrix},\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .$$
The field is uniform, $B>0$ along $z$, and there is no scalar potential. The gauge $\mathbf A=(-By,0)$ has $\partial_xA_y-\partial_yA_x=B$. It leaves $p_x$ conserved, so a factor $e^{ikx}$ is removed and $\pi_x=\hbar k-eBy$, $\pi_y=-i\hbar\partial_y$. With $l^2=\hbar/(eB)$ and $\xi=(kl^2-y)/l$ one has $\pi_x=\hbar\xi/l$ and $\partial_y=-\partial_\xi/l$. Hence
$$\pi_x\mp i\pi_y=\frac{\hbar\xi}{l}\mp\hbar\partial_y=\frac{\hbar}{l}(\xi\pm\partial_\xi).$$
Define $a=(\xi+\partial_\xi)/\sqrt2$ and $a^\dagger=(\xi-\partial_\xi)/\sqrt2$. From $[\partial_\xi,\xi]=1$, $[a,a^\dagger]=\tfrac12(-[\xi,\partial_\xi]+[\partial_\xi,\xi])=1$. Dividing $\mathcal H$ by $\hbar\omega=\sqrt2\hbar v/l$ and writing $\delta=\Delta/\hbar\omega$ gives the $H$ stated above.

The equation $af=0$ has the normalizable solution $|0\rangle=\pi^{-1/4}e^{-\xi^2/2}$. The equation $a^\dagger f=0$ has only $e^{+\xi^2/2}$, which is not normalizable. The states $|n\rangle=(a^\dagger)^n|0\rangle/\sqrt{n!}$ are the Hermite functions, a complete orthonormal set, with $a|n\rangle=\sqrt n|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle$. Writing a spinor as (upper, lower),
$$H(|n-1\rangle,0)=\delta(|n-1\rangle,0)+\sqrt n\,(0,|n\rangle),\qquad H(0,|n\rangle)=\sqrt n\,(|n-1\rangle,0)-\delta(0,|n\rangle).$$
For each $n\ge1$ these two spinors, called pair $n$ below, span an invariant plane on which $H$ is $\begin{pmatrix}\delta&\sqrt n\\\sqrt n&-\delta\end{pmatrix}$. That matrix has trace zero and square $(\delta^2+n)\mathbb 1$, so its eigenvalues are $\pm E_n$. The spinor $(0,|0\rangle)$ has no partner and is an eigenstate at $-\delta$. The pairs and this spinor use every basis spinor once, so the spectrum is complete. There is no level at $+\delta$ when $\delta\ne0$, and only one at zero when $\delta=0$.

For $B<0$, with $l^2=\hbar/(e|B|)$ and $\xi'=(y+kl^2)/l$, one finds $\pi_x=\hbar\xi'/l$ and $\pi_x-i\pi_y=(\hbar/l)(\xi'-\partial_{\xi'})$, so $a$ and $a^\dagger$ change places. Conjugation with $\sigma_x$ maps that Hamiltonian to the present one with $\delta\to-\delta$. Every statement below carries over with upper and lower exchanged, and the true zero mode is then an upper spinor at $+\delta$.

## What any truncation can give

A basis $(n_u,n_l)$ takes the first $n_u$ oscillator functions for the upper component and the first $n_l$ for the lower. The matrix of $H$ is
$$H_{n_un_l}=\begin{pmatrix}\delta\,\mathbb 1&A\\A^\dagger&-\delta\,\mathbb 1\end{pmatrix},$$
where $A$ is the $n_u\times n_l$ block of $a$. Since $H$ is unbounded below, the Rayleigh–Ritz theorem does not keep the eigenvalues of this matrix out of the gaps of $H$.

The spectrum follows from the singular values of $A$. If $A\psi=\sigma u$ and $A^\dagger u=\sigma\psi$ with unit vectors and $\sigma>0$, then $(u,0)$ and $(0,\psi)$ span an invariant plane with matrix $\begin{pmatrix}\delta&\sigma\\\sigma&-\delta\end{pmatrix}$ and eigenvalues $\pm\sqrt{\delta^2+\sigma^2}$. What remains is $(u,0)$ with $A^\dagger u=0$, at $+\delta$, and $(0,\psi)$ with $A\psi=0$, at $-\delta$. The matrices $A$ and $A^\dagger$ have the same rank $R$, so $\dim\ker A=n_l-R$, $\dim\ker A^\dagger=n_u-R$ and
$$\dim\ker A-\dim\ker A^\dagger=n_l-n_u .$$
For the exact operator this difference, the index, is $1-0=1$. A square block has index zero whatever its entries. It either gives each lower zero mode an upper companion or has no exact zero mode at all.

## The naive scheme

Take the basis $|n\rangle$ itself and $n_u=n_l=M$, with $n=0,\dots,M-1$. Then $A=\sum_{n=1}^{M-1}\sqrt n\,|n-1\rangle\langle n|$. Pairs $1,\dots,M-1$ lie wholly inside the basis, and so does $(0,|0\rangle)$. One basis spinor is left over, $\chi=(|M-1\rangle,0)$. The exact $a^\dagger$ sends $|M-1\rangle$ to $\sqrt M|M\rangle$, which the truncation discards, so $A^\dagger|M-1\rangle=0$ and $H_{MM}\chi=\delta\chi$. The $2M$ eigenvalues are $\pm E_1,\dots,\pm E_{M-1}$, $-\delta$ and the false $+\delta$.

The same defect appears in the commutator. On $|n\rangle$, $A^\dagger A$ gives $n$, and $AA^\dagger$ gives $n+1$ for $n<M-1$ and $0$ for $n=M-1$. Therefore
$$[A,A^\dagger]=\mathbb 1-M\,|M-1\rangle\langle M-1| .$$
A commutator of square matrices has zero trace, and the last term supplies the $-M$ that cancels the trace of the identity.

The spinor $\chi$ is the upper half of pair $M$. Under the full operator $(H-\delta)\chi=\sqrt M(0,|M\rangle)$, so its residual norm is $\sqrt M$, while every true eigenvector has residual zero. Let $w_\pm$ be its weights on the exact levels $\pm E_M$. Normalization gives $w_++w_-=1$, and the mean energy gives $E_M(w_+-w_-)=\langle\chi|H|\chi\rangle=\delta$, so
$$w_\pm=\tfrac12\,(1\pm\delta/E_M).$$
The false level is the average of a high positive and a high negative level. From $\xi=(a+a^\dagger)/\sqrt2$, $\langle n|\xi^2|n\rangle=\tfrac12\langle aa^\dagger+a^\dagger a\rangle=n+\tfrac12$, so $\chi$ has root-mean-square distance $l\sqrt{M-\tfrac12}$ from the orbit centre $y=kl^2$, against $l/\sqrt2$ for the true zero mode. Raising $M$ moves $\chi$ outward and makes its residual larger, but its eigenvalue does not move, so comparing eigenvalues at two basis sizes does not expose it.

Quantities that count states are changed. In a box $L_x\times L_y$ the values of $k$ are spaced by $2\pi/L_x$ and the centre $kl^2$ ranges over $L_y$, so each level holds $1/(2\pi l^2)=eB/h$ states per area. Define the filling at chemical potential $\mu$ as $\nu=(\text{levels below }\mu)-\tfrac12(\text{all levels})$, for non-interacting particles at zero temperature, and take $\delta>0$. In the exact spectrum cut symmetrically in energy, the pairs contribute zero for $|\mu|<E_1$ and the unpaired level contributes $+\tfrac12$ once $\mu>-\delta$. In the $(M,M)$ spectrum of $2M$ levels, $M$ lie below $\mu$ for $|\mu|<\delta$, giving $\nu=0$, and $M+1$ lie below it for $\delta<\mu<E_1$, giving $\nu=1$. The half-integer has become an integer, for every $M$.

## The repair

The fault is a pair cut in half, and the index formula asks for $n_l-n_u=1$. Both point to the basis $(N,N+1)$, with upper functions $0,\dots,N-1$ and lower functions $0,\dots,N$. It consists of $(0,|0\rangle)$ and the whole pairs $1,\dots,N$, so it is an invariant subspace of $H$, and the $2N+1$ eigenvalues $-\delta,\pm E_1,\dots,\pm E_N$ are exact. For $-\delta<\mu<E_1$, $N+1$ levels lie below $\mu$ and $\nu=N+1-(N+\tfrac12)=\tfrac12$.

The orientation matters. In $(N+1,N)$ the lower functions stop at $N-1$, so both $|N-1\rangle$ and $|N\rangle$ in the upper component lose their partners, and there are two false levels at $+\delta$. That basis is the correct one for $B<0$.

## A basis of the wrong length

The argument by whole pairs needs the basis to diagonalize $a^\dagger a$. To see what survives without it, use oscillator functions of length $b=sl$, $s=e^r$: $\phi_n(\xi)=s^{-1/2}h_n(\tau)$, with $\tau=\xi/s$ and $h_n$ the Hermite functions. Their ladder operator is $c=(\tau+\partial_\tau)/\sqrt2$. Inserting $\xi=s\tau$, $\partial_\xi=\partial_\tau/s$, $\tau=(c+c^\dagger)/\sqrt2$ and $\partial_\tau=(c-c^\dagger)/\sqrt2$,
$$a=\tfrac12\left[s(c+c^\dagger)+s^{-1}(c-c^\dagger)\right]=\cosh r\;c+\sinh r\;c^\dagger .$$
The matrix is real, with $A_{m,m+1}=\cosh r\sqrt{m+1}$ and $A_{m,m-1}=\sinh r\sqrt m$. No finite set of $\phi_n$ is invariant for $r\ne0$. Let $P_n$ project on $\phi_0,\dots,\phi_{n-1}$ and write $t=\tanh r$, with $|t|<1$.

### The $(N,N+1)$ basis

Here $A=P_NaP_{N+1}$. The operator $a^\dagger=\cosh r\,c^\dagger+\sinh r\,c$ raises the index by at most one, so $P_{N+1}a^\dagger P_N=a^\dagger P_N$. The lower basis contains everything that $a^\dagger$ makes from the upper basis, a condition known as kinetic balance. It follows that
$$AA^\dagger=P_NaP_{N+1}a^\dagger P_N=P_N\,aa^\dagger P_N\equiv R_N .$$
This is the Rayleigh–Ritz matrix of $aa^\dagger$, an operator bounded below with eigenvalues $1,2,3,\dots$. By the min–max principle its $n$-th eigenvalue is the minimum, over $n$-dimensional subspaces of the basis, of the largest Rayleigh quotient. Restricting the subspaces cannot lower the minimum and enlarging the basis cannot raise it, so
$$\sigma_n^2(N)\ge\sigma_n^2(N+1)\ge n .$$
All $N$ singular values are at least 1, so $\ker A^\dagger$ is trivial, the index formula gives exactly one state at $-\delta$, and no level lies between $-E_1$ and $E_1$ except that one.

The zero mode follows from the rows of $A\psi=0$, namely $\sinh r\sqrt m\,\psi_{m-1}+\cosh r\sqrt{m+1}\,\psi_{m+1}=0$ for $m=0,\dots,N-1$. Row $0$ gives $\psi_1=0$, and then all odd components vanish. The odd rows give
$$\psi_{m+1}=-t\sqrt{\frac{m}{m+1}}\;\psi_{m-1},\qquad \psi_{2j}^2=\psi_0^2\,t^{2j}\frac{(2j-1)!!}{(2j)!!}.$$
The coefficients $g_n=\langle\phi_n|0\rangle$ of the true Gaussian obey the same rows, because $a|0\rangle=0$, so $\psi$ is the normalized projection $P_{N+1}|0\rangle$. The binomial series $\sum_jt^{2j}(2j-1)!!/(2j)!!=(1-t^2)^{-1/2}=\cosh r$ fixes $g_0^2=1/\cosh r$. The squared overlap of $\psi$ with the true mode is $\sum_{n\le N}g_n^2$, and it falls short of 1 by the tail $\sum_{2j>N}g_{2j}^2$.

The bounds converge. The coefficients $g_n$ fall as $|t|^{n/2}$, and those of $|j\rangle\propto(a^\dagger)^j|0\rangle$ fall as $|t|^{n/2}$ times a power of $n$, because $a^\dagger$ is tridiagonal with entries growing as $\sqrt n$. The vectors $P_N|j\rangle$, $j<n$, then span a trial space on which the matrices of $aa^\dagger$ and of the overlap tend to their exact values, so $\sigma_n^2\to n$. For $n=1$ the bound is explicit. Let $\psi$ be the recurrence vector normalized on $0,\dots,m$, with $m$ the largest even index below $N$. All rows of $a\psi$ vanish except row $m+1$, which equals $\sinh r\sqrt{m+1}\,\psi_m$. With $aa^\dagger=1+a^\dagger a$,
$$0\le\sigma_1^2-1\le\|a\psi\|^2=\sinh^2r\,(m+1)\,\psi_m^2 .$$

### The square basis

For $A=P_MaP_M$, write $P_M=P_{M+1}-|\phi_M\rangle\langle\phi_M|$ in the middle of $AA^\dagger$. Since $P_Ma|\phi_M\rangle=\cosh r\sqrt M|\phi_{M-1}\rangle$,
$$AA^\dagger=R_M-M\cosh^2r\;|\phi_{M-1}\rangle\langle\phi_{M-1}| .$$
The Ritz matrix is lowered by a rank-one term. This moves many eigenvalues, but each ordered eigenvalue falls no further than the Ritz value just below it, so only the lowest can drop below $\lambda_1(R_M)$. Any $(k+1)$-dimensional subspace contains a $k$-dimensional one orthogonal to $\phi_{M-1}$, on which $AA^\dagger$ and $R_M$ have the same Rayleigh quotients. The largest quotient on it is at least $\lambda_k(R_M)\ge k$, so by min–max $\lambda_{k+1}(AA^\dagger)\ge k$. At most one singular value, called $\epsilon$, is below 1.

For large $M$ one is small. Take the recurrence vector $\psi$, normalized on $0,\dots,M-1$. For even $M$ its last component is $\psi_{M-2}$ and only row $M-1$ of $A\psi$ survives, so
$$\epsilon\le\|A\psi\|=\rho=|\sinh r|\sqrt{M-1}\;|\psi_{M-2}|,$$
which tends to zero as $|t|^{M/2}$ times $M^{1/4}$, because $(2j-1)!!/(2j)!!$ falls as $j^{-1/2}$. For odd $M$ the last component is $\psi_{M-1}$, the surviving row $M$ is discarded, and $\epsilon=0$. Whenever $\epsilon<1$, the matrix $H_{MM}$ has two levels $\pm\sqrt{\delta^2+\epsilon^2}$ between $-E_1$ and $E_1$, where the exact operator has one.

The upper vector solves the rows $(A^\dagger u)_m=\cosh r\sqrt m\,u_{m-1}+\sinh r\sqrt{m+1}\,u_{m+1}=0$. Starting from $u_{M-1}$ and working down through $m=M-2,M-4,\dots\ge1$,
$$u_{m-1}=-t\sqrt{\frac{m+1}{m}}\;u_{m+1}.$$
For $t^2<\tfrac12$ every step reduces the amplitude, so $u$ decays from the cutoff toward low indices. If the square roots were 1, the normalized weight $u_{M-1}^2$ would be the inverse of a geometric series in $t^2$, which tends to $1-t^2=1/\cosh^2r$. The roots exceed 1 and approach it near the cutoff as $M$ grows.

Parity decides the rest, because $A$ joins even indices only to odd ones. For odd $M$, $u$ lives on even indices, the rows to be satisfied are $m=M-2,\dots,1$, and $A^\dagger u=0$ exactly. The matrix then has levels at exactly $-\delta$ and $+\delta$, although for $r\ne0$ the vector at $-\delta$ is only the normalized projection of the true mode. For even $M$, $u$ lives on odd indices and row $0$ is left over, $A^\dagger u=\eta\,\phi_0$ with $\eta=\sinh r\,u_1$. No exact zero exists for $r\ne0$. The block with odd rows $2j+1$ and even columns $2j$ is triangular with diagonal $\sinh r\sqrt{2j+1}$, and the block with even rows $2j$ and odd columns $2j+1$ is triangular with diagonal $\cosh r\sqrt{2j+1}$, for $j=0,\dots,M/2-1$. Hence $|\det A|=|\sinh r\cosh r|^{M/2}(M-1)!!\neq0$.

The value of $\epsilon$ for even $M$ follows from the singular value decomposition $A=\sum_k\sigma_ku^{(k)}\psi^{(k)T}$, with $\sigma_0=\epsilon$ and $\sigma_k\ge1$ for $k\ge1$. Inverting $A\psi=\pm\rho\,\phi_{M-1}$ gives $\psi=\pm\rho\sum_k\psi^{(k)}u^{(k)}_{M-1}/\sigma_k$, and its norm gives
$$1=\frac{\rho^2\big(u^{(0)}_{M-1}\big)^2}{\epsilon^2}+\rho^2\sum_{k\ge1}\frac{\big(u^{(k)}_{M-1}\big)^2}{\sigma_k^2}.$$
The last sum lies between 0 and 1, so for $\rho<1$, $\rho|u^{(0)}_{M-1}|\le\epsilon\le\rho|u^{(0)}_{M-1}|/\sqrt{1-\rho^2}$. The same step applied to $A^\dagger u=\eta\phi_0$ shows that the part of $u$ orthogonal to $u^{(0)}$ has norm at most $|\eta|$. For small $\rho$ and $\eta$, therefore, $\epsilon\approx\rho|u_{M-1}|$.

The two central levels come from $\begin{pmatrix}\delta&\epsilon\\\epsilon&-\delta\end{pmatrix}$. At $\delta=0$ the eigenvectors are $(u^{(0)},\pm\psi^{(0)})/\sqrt2$, so the true mode is mixed half and half with the false one however small $\epsilon$ is, and a gap $2\epsilon$ appears that the operator does not have. For $|\delta|\gg\epsilon$ the mixing is weak and the true level has its magnitude raised by about $\epsilon^2/(2|\delta|)$.

## The scheme and its limits

The procedure has three steps. The component holding the zero mode is the one acted on by whichever of $\pi_x\mp i\pi_y$ has a normalizable kernel, and it receives $N+1$ functions. This depends on the signs of charge and field and also on the form of the operator: for $v(-\sigma_x\pi_x+\sigma_y\pi_y)+\Delta\sigma_z$ at the same charge and field, the two components exchange roles. The $N\times(N+1)$ block $A$ is built. Its singular values give $\pm\sqrt{\delta^2+\sigma_n^2}$ and its kernel gives the unpaired level, which is equivalent to diagonalizing the matrix of order $2N+1$. In these oscillator bases $a$ and $a^\dagger$ change the index by at most one, so $H$ sends a vector of the basis $(n_u,n_l)$ into the first $\max(n_u,n_l)+1$ functions of each component, and the residual $\|(H-E)\Psi\|$ is obtained exactly there. It vanishes for a true eigenvector and equals $\sqrt M$ for $\chi$. For $(N,N+1)$ this means $N+2$ upper functions. With only $N+1$, the whole residual of the approximate zero mode would be missed for even $N$ and $b\ne l$, because it lies on $\phi_{N+1}$. A large weight on the last functions is a warning only for a low-lying level, since the exact pair $N$ of the matched $(N,N+1)$ basis also lies wholly on the last functions.

The guarantees have different ranges. The index count holds for any entries of $A$, so the $(N,N+1)$ matrix keeps at least one eigenvalue at exactly $-\delta$ whatever the off-diagonal operator. That level is genuine only if the operator itself has a normalizable lower zero mode. If $\xi$ in $a$ is replaced by $\xi^2+1$, as for a field that changes sign, neither $a$ nor $a^\dagger$ has a normalizable kernel, and the level at $-\delta$ is false and sits on the last basis functions. The Ritz bound was derived for an $a^\dagger$ that raises the index by at most one. In a non-uniform field $B(y)$, $\xi$ in $a$ is replaced by a nonlinear function, $a^\dagger P_N$ leaves the lower basis, and only $AA^\dagger\le P_Naa^\dagger P_N$ remains, which does not bound the singular values from below. A scalar potential or a position-dependent mass makes the diagonal blocks differ from $\pm\delta\mathbb 1$, the reduction to singular values fails, and nothing derived here excludes false levels.

## Worked example

Take the round model parameters $v=10^6$ m/s, $B=10$ T and $\Delta=10$ meV. Then $l=\sqrt{\hbar/eB}=8.113$ nm, $\hbar\omega=\sqrt2\hbar v/l=114.74$ meV $=1.838\times10^{-20}$ J, $\delta=10/114.74=0.08716$ and $eB/h=2.418\times10^{15}$ m$^{-2}$. The first level is $\sqrt{10^2+114.74^2}=115.17$ meV, and $n=2,\dots,5$ give $162.57$, $198.98$, $229.69$ and $256.75$ meV. The matrices below were built by Gauss–Hermite quadrature, which is exact for these integrands up to round-off, and handled by dense diagonalization or singular value decomposition.

For $b=l$, all three bases $(5,5)$, $(5,6)$ and $(6,5)$ return $\pm115.17$, $\pm162.57$, $\pm198.98$, $\pm229.69$ and $-10.00$ meV. They differ in the remaining levels and in the filling, taken at $\mu=0$ and at $\mu=(10+115.17)/2\approx62.6$ meV.

| basis | remaining levels (meV) | $\nu(0)$ | $\nu(62.6)$ |
|---|---|---|---|
| $(5,5)$ | $+10.00$ | $0$ | $1$ |
| $(5,6)$ | $\pm256.75$ | $1/2$ | $1/2$ |
| $(6,5)$ | $+10.00$ twice | $-1/2$ | $3/2$ |

In $(5,5)$ at $\mu=0$, five of ten levels lie below, so $\nu=5-5=0$. In $(5,6)$ six of eleven do, so $\nu=6-5.5=\tfrac12$. The error of $\tfrac12$ in $\nu$ is a density of $1.209\times10^{15}$ m$^{-2}$. The false state of $(5,5)$ has residual $\sqrt5\times114.74=256.6$ meV, weights $\tfrac12(1\pm10/256.75)=0.5195$ and $0.4805$ on $\pm E_5$, and spread $8.113\sqrt{4.5}=17.21$ nm, three times the $8.113/\sqrt2=5.74$ nm of the true mode.

Now let $b=1.5\,l=12.17$ nm, so that $\cosh r=1.08333$, $\sinh r=0.41667$, $t=0.384615$ and $t^2=0.147929$. The $(N,N+1)$ basis gives the following.

| $N$ | $\sigma_1^2-1$ | $\sigma_2^2-2$ | $1-\text{overlap}^2$ |
|---|---|---|---|
| 4 | $3.002\times10^{-2}$ | $1.252\times10^{-1}$ | $1.073\times10^{-3}$ |
| 8 | $9.382\times10^{-4}$ | $6.773\times10^{-3}$ | $1.862\times10^{-5}$ |
| 16 | $6.566\times10^{-7}$ | $9.261\times10^{-6}$ | $6.758\times10^{-9}$ |
| 24 | $3.889\times10^{-10}$ | $8.151\times10^{-9}$ | $2.71\times10^{-12}$ |

At $N=4$ the first level is $114.736\sqrt{0.08716^2+1.03002}=116.87$ meV, which is $1.70$ meV or $1.5\%$ above the exact $115.17$ meV. At $N=8$ it is $115.22$ meV. The bound on $\sigma_1^2-1$ at $N=4$ has $m=2$ and $\psi_2^2=(t^2/2)/(1+t^2/2)=0.06887$, so it equals $0.41667^2\times3\times0.06887=0.0359$, above the value $0.0300$. From $N=16$ to $24$ the index $m$ goes from 14 to 22, the normalization is already constant to the digits shown, and the bound falls by $t^8\cdot\frac{23}{15}\cdot\frac{15\cdot17\cdot19\cdot21}{16\cdot18\cdot20\cdot22}=5.90\times10^{-4}$. The value itself falls by $3.889\times10^{-10}/6.566\times10^{-7}=5.92\times10^{-4}$. The overlap deficit at $N=4$ is the tail $(\frac{5}{16}t^6+\frac{35}{128}t^8+\frac{63}{256}t^{10}+\dots)/\cosh r=(9.34+1.21+0.16+0.02)\times10^{-4}=1.073\times10^{-3}$. The deficit listed for $N=24$ is taken from the same tail, because round-off in the grid step shifts the numerically integrated squared overlap by $3\times10^{-13}$: the first term is $\frac{25!!}{26!!}t^{26}/\cosh r=0.15498\times1.6244\times10^{-11}/1.08333=2.324\times10^{-12}$, and the later terms multiply it by $1.166$, giving $2.71\times10^{-12}$.

For the square basis with $M=10$, the unnormalized squares $\psi_0^2,\dots,\psi_8^2$ are $1$, $0.073965$, $0.008206$, $0.001012$ and $0.00013094$, with sum $1.083313$. Then $|\psi_8|=\sqrt{0.00013094/1.083313}=0.010994$ and $\rho=0.41667\times3\times0.010994=0.013743$. The squares $u_9^2,u_7^2,\dots,u_1^2$ are $1$, $0.16642$, $0.02872$, $0.00531$ and $0.00118$, with sum $1.20163$, so $|u_9|=0.91225$ and the estimate is $0.013743\times0.91225=0.012537$. The smallest singular value is $\epsilon=0.012539$, or $1.439$ meV. It lies below the bound $\rho$, and the estimate falls short of it by $1.5\times10^{-4}$ relative to $\epsilon$. Without mass the central levels are $\pm1.439$ meV, each with weight $0.500$ in the lower component. With $\Delta=10$ meV they are $\pm\sqrt{10^2+1.439^2}=\pm10.103$ meV, so the true level is displaced by $0.103$ meV, $1.0\%$ of $\Delta$, where the $(10,11)$ basis places it at $-\Delta$ exactly.

At $M=11$, $\epsilon$ is zero to round-off, as parity requires. At $M=20$, $\epsilon=1.271\times10^{-4}$, or $0.0146$ meV, under the bound $1.384\times10^{-4}$. The weight of the upper singular vector on the last function is $0.832$, $0.834$ and $0.844$ for $M=10$, $11$ and $20$, rising toward $1/\cosh^2r=0.852$.

All numerical values are calculated from the stated model.
